# Potential Step Across a Neutral Dipole Layer and Its Sign: a numerical check

```python
# Result under test: a neutral double layer with zero field outside has
#   step = phi(right) - phi(left) = p / eps0,   p = integral of z*rho(z) dz,
# and the step changes sign when the dipole is reversed.
# rho: plane-averaged total charge density; z: layer normal, pointing to the
# gate in the stack model. Lengths in nm, charges in units of e, potentials
# in V. K = e/eps0 in V nm converts a moment per area in e/nm to a step in V.
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.integrate import cumulative_trapezoid, trapezoid

K = e / (epsilon_0 * 1e-9)

# Example parameters (round model values)
density = 1.0        # dipoles per nm^2
moment = 0.02        # e nm, one dipole
tilt_deg = 60.0      # angle from +z
gap_nm = 0.2         # distance between the equivalent sheets
p_area = density * moment * np.cos(np.radians(tilt_deg))
step = K * p_area
sheet = p_area / gap_nm
print(f"e/eps0 = {K:.4f} V nm")
print(f"dipole density = {density:.1f} per nm^2")
print(f"moment of one dipole = {moment:.3f} e nm")
print(f"tilt from the normal = {tilt_deg:.0f} degrees")
print(f"dipole moment per area p = {p_area:.4f} e/nm")
print(f"the same p in SI = {p_area * e / 1e-9:.4e} C/m")
print(f"potential step p/eps0 = {step:.4f} V")
print(f"electron energy step = {-step:.4f} eV")


# 1. Asymmetric smooth density: integrate Poisson's equation twice
def gaussian(z, centre, width):
    return (np.exp(-0.5 * ((z - centre) / width) ** 2)
            / (width * np.sqrt(2 * np.pi)))


def smooth_density(z):
    return 0.1 * (gaussian(z, 0.15, 0.10) - 0.7 * gaussian(z, -0.10, 0.20)
                  - 0.3 * gaussian(z, 0.30, 0.05))


def integrate_poisson(z, rho):
    field = K * cumulative_trapezoid(rho, z, initial=0)
    potential = -cumulative_trapezoid(field, z, initial=0)
    return field, potential


z = np.linspace(-4, 4, 16001)
rho = smooth_density(z)
field, potential = integrate_poisson(z, rho)
p_smooth = trapezoid(z * rho, z)
smooth_step = potential[-1] - potential[0]
assert abs(field[-1]) < 1e-9
assert abs(smooth_step - K * p_smooth) < 1e-6
_, mirrored = integrate_poisson(z, smooth_density(-z))
mirrored_step = mirrored[-1] - mirrored[0]
assert abs(mirrored_step + K * p_smooth) < 1e-6
print(f"smooth layer: p = {p_smooth:.5f} e/nm")
print(f"smooth layer: p/eps0 = {K * p_smooth:.5f} V")
print(f"smooth layer: step by integration = {smooth_step:.5f} V")
print(f"smooth layer mirrored: step = {mirrored_step:.5f} V")

# 2. Origin: harmless for a neutral layer, not for a charged one
shift = 1.0
assert abs(trapezoid((z - shift) * rho, z) - p_smooth) < 1e-9
net_charge = 0.01
charged = rho + net_charge * gaussian(z, 0.0, 0.1)
change = trapezoid((z - shift) * charged, z) - trapezoid(z * charged, z)
charged_field, _ = integrate_poisson(z, charged)
assert abs(change + shift * net_charge) < 1e-9
assert abs(charged_field[-1] - charged_field[0] - K * net_charge) < 1e-6
print(f"charged layer: net charge = {net_charge:.3f} e/nm^2")
print(f"charged layer: origin shift = {shift:.1f} nm")
print(f"charged layer: change of p = {change:.4f} e/nm")
print(f"charged layer: outer field jump = {charged_field[-1]:.4f} V/nm")


# 3. Coulomb sum over a disc of tilted point dipoles on a square lattice
def lattice_step(angle_deg, radius, height=3.0):
    spacing = 1 / np.sqrt(density)
    count = int(radius / spacing)
    line = spacing * np.arange(-count, count + 1)
    x, y = np.meshgrid(line, line)
    inside = x**2 + y**2 <= radius**2
    dx, dy = 0.3 - x[inside], 0.2 - y[inside]
    distance_cubed = (dx**2 + dy**2 + height**2) ** 1.5
    angle = np.radians(angle_deg)
    mu_x, mu_z = moment * np.sin(angle), moment * np.cos(angle)
    above = np.sum((mu_x * dx + mu_z * height) / distance_cubed)
    below = np.sum((mu_x * dx - mu_z * height) / distance_cubed)
    return K / (4 * np.pi) * (above - below)


small_disc = lattice_step(tilt_deg, 300.0)
large_disc = lattice_step(tilt_deg, 600.0)
# A finite disc lowers the step by a term proportional to 1/radius;
# combining two radii removes it, higher orders remain.
wide_limit = 2 * large_disc - small_disc
assert abs(wide_limit / step - 1) < 1e-3
turned = (2 * lattice_step(180 - tilt_deg, 600.0)
          - lattice_step(180 - tilt_deg, 300.0))
assert abs(turned / step + 1) < 1e-3
print(f"point dipoles, disc radius 300 nm: step = {small_disc:.4f} V")
print(f"point dipoles, disc radius 600 nm: step = {large_disc:.4f} V")
print(f"point dipoles, wide-disc limit: step = {wide_limit:.4f} V")
print(f"point dipoles at {180 - tilt_deg:.0f} degrees: {turned:.4f} V")

# 4. Gate stack: oxide / dipole gap / high-k, finite-volume Poisson solver
H = 0.01             # cell width, nm
OXIDE_NM, OXIDE_EPS, HIGHK_EPS = 1.0, 4.0, 20.0


def solve_stack(gate_potential, right_sheet, gap_eps, highk_nm):
    n_oxide, n_gap = round(OXIDE_NM / H), round(gap_nm / H)
    n_highk = round(highk_nm / H)
    eps = np.concatenate([np.full(n_oxide, OXIDE_EPS),
                          np.full(n_gap, gap_eps),
                          np.full(n_highk, HIGHK_EPS)])
    charge = np.zeros(len(eps) + 1)
    charge[n_oxide] = -right_sheet
    charge[n_oxide + n_gap] = right_sheet
    matrix = (np.diag(-(eps[:-1] + eps[1:])) + np.diag(eps[1:-1], 1)
              + np.diag(eps[1:-1], -1))
    source = -K * H * charge[1:-1]
    source[-1] -= eps[-1] * gate_potential
    inner = np.linalg.solve(matrix, source)
    phi = np.concatenate([[0.0], inner, [gate_potential]])
    return eps, -np.diff(phi) / H


def flat_band_shift(right_sheet, gap_eps, highk_nm):
    # gate potential at which the field at the substrate vanishes
    at_zero = solve_stack(0.0, right_sheet, gap_eps, highk_nm)[1][0]
    at_one = solve_stack(1.0, right_sheet, gap_eps, highk_nm)[1][0]
    return at_zero / (at_zero - at_one)


print(f"equivalent sheets: distance = {gap_nm:.1f} nm")
print(f"equivalent sheets: charge = +/-{sheet:.3f} e/nm^2")
print(f"stack: oxide {OXIDE_NM:.1f} nm, eps_r = {OXIDE_EPS:.0f}")
print(f"stack: high-k eps_r = {HIGHK_EPS:.0f}")
for thickness in (2.0, 4.0):
    toward = flat_band_shift(sheet, 1.0, thickness)
    away = flat_band_shift(-sheet, 1.0, thickness)
    assert abs(toward - step) < 1e-7 and abs(away + step) < 1e-7
    print(f"high-k {thickness:.0f} nm, p to gate: shift = {toward:.4f} V")
    print(f"high-k {thickness:.0f} nm, p to substrate: shift = {away:.4f} V")

_, stack_field = solve_stack(flat_band_shift(sheet, 1.0, 2.0), sheet, 1.0, 2.0)
middle = round((OXIDE_NM + gap_nm / 2) / H)
assert abs(stack_field[middle] + K * sheet) < 1e-6
assert abs(stack_field[-1]) < 1e-6
print(f"field between the sheets = {stack_field[middle]:.4f} V/nm")

# 5. The same sheets as inserted charges in a polarizable gap
gap_eps = 5.0
screened = flat_band_shift(sheet, gap_eps, 2.0)
eps, screened_field = solve_stack(screened, sheet, gap_eps, 2.0)
induced = np.sum((eps - 1) * screened_field) * H / K
total = p_area + induced
assert abs(screened - step / gap_eps) < 1e-7
assert abs(induced + p_area * (1 - 1 / gap_eps)) < 1e-7
assert abs(K * total - screened) < 1e-6
print(f"polarizable gap: eps_r = {gap_eps:.0f}")
print(f"polarizable gap: inserted moment = {p_area:.4f} e/nm")
print(f"polarizable gap: induced moment = {induced:.4f} e/nm")
print(f"polarizable gap: total moment = {total:.4f} e/nm")
print(f"polarizable gap: flat-band shift = {screened:.4f} V")

print("every check passed")
```

Printed output:

```
e/eps0 = 18.0951 V nm
dipole density = 1.0 per nm^2
moment of one dipole = 0.020 e nm
tilt from the normal = 60 degrees
dipole moment per area p = 0.0100 e/nm
the same p in SI = 1.6022e-12 C/m
potential step p/eps0 = 0.1810 V
electron energy step = -0.1810 eV
smooth layer: p = 0.01300 e/nm
smooth layer: p/eps0 = 0.23524 V
smooth layer: step by integration = 0.23524 V
smooth layer mirrored: step = -0.23524 V
charged layer: net charge = 0.010 e/nm^2
charged layer: origin shift = 1.0 nm
charged layer: change of p = -0.0100 e/nm
charged layer: outer field jump = 0.1810 V/nm
point dipoles, disc radius 300 nm: step = 0.1791 V
point dipoles, disc radius 600 nm: step = 0.1800 V
point dipoles, wide-disc limit: step = 0.1810 V
point dipoles at 120 degrees: -0.1810 V
equivalent sheets: distance = 0.2 nm
equivalent sheets: charge = +/-0.050 e/nm^2
stack: oxide 1.0 nm, eps_r = 4
stack: high-k eps_r = 20
high-k 2 nm, p to gate: shift = 0.1810 V
high-k 2 nm, p to substrate: shift = -0.1810 V
high-k 4 nm, p to gate: shift = 0.1810 V
high-k 4 nm, p to substrate: shift = -0.1810 V
field between the sheets = -0.9048 V/nm
polarizable gap: eps_r = 5
polarizable gap: inserted moment = 0.0100 e/nm
polarizable gap: induced moment = -0.0080 e/nm
polarizable gap: total moment = 0.0020 e/nm
polarizable gap: flat-band shift = 0.0362 V
every check passed
```
